# Perfect Band-Centre Transmission Through a Bond Joining Two Different Chains, part 2

An electron crosses a joint between two semi-infinite chains of sites $n$. The left chain ($n\le0$) has hopping $t_1$, the right chain ($n\ge1$) has hopping $t_2$, and a bond $t_c$ joins sites 0 and 1. All three are positive, and $x=t_c^2/(t_1t_2)$. Electrons do not interact. Every onsite energy is zero unless stated otherwise. Lengths are counted in sites and energies are in eV.

With $b_n$ the bond between $n$ and $n+1$, the amplitudes $\psi_n$ at energy $E$ obey

$$E\psi_n=-b_{n-1}\psi_{n-1}-b_n\psi_{n+1}. \tag{1}$$

Chain $j$ carries waves with $E=-2t_j\cos k_j$, $0<k_j<\pi$, and speed $(2t_j/\hbar)\sin k_j$. A unit wave arriving from the left gives

$$\psi_n=e^{ik_1n}+re^{-ik_1n}\quad(n\le0),\qquad \psi_n=\tau e^{ik_2(n-1)}\quad(n\ge1). \tag{2}$$

The reflected fraction of the current is $R=|r|^2$ and the transmitted fraction is $T=1-R$. Lemma 4 gave the two matching equations:

$$t_1\left(e^{ik_1}+re^{-ik_1}\right)=t_c\tau, \tag{3}$$

$$t_c(1+r)=t_2\tau e^{-ik_2}. \tag{4}$$

They came from continuing each chain's wave past the joint and subtracting the unbroken-chain equation from the true one, at sites 0 and 1.

By Lemma 2, the current from $n$ to $n+1$ is

$$J_n=\frac{2b_n}{\hbar}\,\mathrm{Im}\left(\psi_n^*\psi_{n+1}\right).$$

It was derived from $d|\psi_n|^2/dt=(2/\hbar)\,\mathrm{Im}(\psi_n^*h_n)$, where $h_n$ is the right-hand side of (1).

Theorem 1 states that at the band centre, $E=0$,

$$T=\frac{4x}{(1+x)^2},$$

so $T=1$ if and only if $t_c^2=t_1t_2$, the perfect bond. For $t_c=(1+\delta)\sqrt{t_1t_2}$ with small $\delta$, $1-T\approx\delta^2$ there.

Between reservoirs with occupations $f_L$ and $f_R$, the net current is

$$I=\frac{2e}{h}\int T(E)\,(f_L-f_R)\,dE. \tag{5}$$

A small voltage between them is called $V$.

The example has $t_1=2$ eV, $t_2=1$ eV and the perfect bond $t_c=1.414$ eV. With $t_c=2$ eV instead, $T=8/9$ at the band centre.

We now find the transmission at any energy common to both bands.

**Lemma 5.** If both chains carry waves at energy $E$, then

$$R=\frac{1+x^2-2x\cos(k_1-k_2)}{1+x^2-2x\cos(k_1+k_2)},$$

$$T=\frac{4\sin k_1\sin k_2}{x+1/x-2\cos(k_1+k_2)}. \tag{6}$$

*Proof.* Solve the first matching equation for $\tau$ and insert it into the second:

$$t_c(1+r)=\frac{t_1t_2}{t_c}e^{-ik_2}\left(e^{ik_1}+re^{-ik_1}\right).$$

Multiply by $t_c/(t_1t_2)$:

$$x(1+r)=e^{i(k_1-k_2)}+re^{-i(k_1+k_2)} .$$

Collect the terms in $r$ on one side:

$$r=\frac{e^{i(k_1-k_2)}-x}{x-e^{-i(k_1+k_2)}} . \tag{7}$$

The denominator cannot vanish. That would need $e^{-i(k_1+k_2)}$ to be real and positive, but $0<k_1+k_2<2\pi$. For real $x$ and $\theta$,

$$|e^{i\theta}-x|^2=(\cos\theta-x)^2+\sin^2\theta=1+x^2-2x\cos\theta .$$

Applied to numerator and denominator of (7), this gives $R$. Then

$$T=1-R=\frac{2x\left[\cos(k_1-k_2)-\cos(k_1+k_2)\right]}{1+x^2-2x\cos(k_1+k_2)} .$$

The bracket equals $2\sin k_1\sin k_2$. Dividing numerator and denominator by $x$ gives (6). $\square$

**Theorem 2.** At every energy inside both bands, the transmission is largest for $t_c^2=t_1t_2$ and for no other positive bond. If $t_1\ne t_2$, this largest value equals one only at the band centre.

*Proof.* At fixed energy, $x$ enters (6) only through the sum

$$x+\frac1x=2+\left(\sqrt x-\frac1{\sqrt x}\right)^2\ge2 ,$$

with equality only at $x=1$. The denominator is at least $2-2\cos(k_1+k_2)$, which is positive, and the numerator is positive and independent of $x$. The largest $T$ is therefore reached at $x=1$ alone.

At $x=1$, the identity $1-\cos\theta=2\sin^2(\theta/2)$ turns the reflection into

$$R=\frac{\sin^2[(k_1-k_2)/2]}{\sin^2[(k_1+k_2)/2]} . \tag{8}$$

Since $|k_1-k_2|/2<\pi/2$, the numerator vanishes only for $k_1=k_2$. Equal wavenumbers mean equal cosines, so $E/t_1=E/t_2$. For $t_1\ne t_2$ this requires $E=0$. $\square$

If $t_1=t_2$, the perfect bond equals the common hopping. The joint is then indistinguishable from any other bond, and $T=1$ throughout the band.

### Why the bond must be matched in size and phase

Equation (7) says that reflection vanishes when

$$x=e^{i(k_1-k_2)} .$$

The same condition can be read from the viewpoint of site 0. In the unbroken left chain, a wave moving right has $\psi_1=e^{ik_1}\psi_0$, so the neighbour on the right contributes $-t_1e^{ik_1}\psi_0$ to the equation at site 0. At the real joint, the second matching equation gives $\tau=t_ce^{ik_2}\psi_0/t_2$, so the contribution is

$$-t_c\tau=-\frac{t_c^2}{t_2}e^{ik_2}\psi_0 .$$

There is no reflection when site 0 receives the same response from its new neighbour as from a continued left chain:

$$\frac{t_c^2}{t_2}e^{ik_2}=t_1e^{ik_1} .$$

The magnitudes agree when $t_c^2=t_1t_2$. The phases agree when $k_1=k_2$. The bond can adjust the magnitude but not the phase. A complex bond would not help, since the electron crosses it out and back and $t_c^2$ is then replaced by $|t_c|^2$. At the band centre the phase needs no adjustment, because both chains have the wavenumber $\pi/2$.

### Leaving the band centre

Keep the bond at its perfect value and change the energy. From $\cos k_j=-E/(2t_j)$,

$$k_j=\frac\pi2+\arcsin\frac{E}{2t_j}=\frac\pi2+\frac{E}{2t_j}+O(E^3).$$

The half-difference and half-sum in (8) are

$$\frac{k_1-k_2}{2}=\frac E4\left(\frac1{t_1}-\frac1{t_2}\right)+O(E^3),\qquad \frac{k_1+k_2}{2}=\frac\pi2+O(E).$$

The squared sine of the half-sum is $1-O(E^2)$, so to leading order

$$R\approx\frac{E^2}{16}\left(\frac1{t_1}-\frac1{t_2}\right)^2. \tag{9}$$

In the example the coefficient is $(0.5-1)^2/16=0.0156$ per eV$^2$. At $E=0.5$ eV it predicts a reflection of 0.0039, while (8) gives 0.0042.

At $E=1$ eV the full formula can be worked by hand. Here $\cos k_1=-1/4$ and $\cos k_2=-1/2$, so $\sin k_1=\sqrt{15}/4$ and $\sin k_2=\sqrt3/2$. Since $\sqrt{45}=3\sqrt5$,

$$\cos(k_1\mp k_2)=\frac18\pm\frac{3\sqrt5}{8} .$$

With $x=1$, Lemma 5 gives

$$R=\frac{1-\cos(k_1-k_2)}{1-\cos(k_1+k_2)}=\frac{7-3\sqrt5}{7+3\sqrt5}=0.0213 .$$

The quadratic estimate is 0.0156, already too low by about a quarter of the full value. At $E=1.5$ eV the reflection is 0.079, more than twice the estimate of 0.035.

The edge of the narrower band is at 2 eV. As $E$ approaches it, $\sin k_2\to0$ while the denominator of (6) stays positive, so $T\to0$. Between 2 and 4 eV only the left chain carries waves. On the right the amplitude is then $\tau q^{n-1}$ with real $|q|<1$. The product $\psi_n^*\psi_{n+1}$ is real there, the current is zero, and all electrons are reflected. No choice of bond can change this.

### A moving wave packet

A real electron pulse contains a range of energies. To see the effect, the time-dependent equation was solved numerically for a finite junction with 600 sites on each side, by expansion in its energy eigenstates. The initial amplitude was proportional to

$$\exp\left[-\frac{(n-n_0)^2}{4w^2}+\frac{i\pi n}{2}\right],\qquad n_0=-250,\quad w=40 .$$

The centre of this packet has the band-centre wavenumber and moves at $2t_1/\hbar$. The run lasted 82.3 fs, the time in which it covers 500 sites: 250 to the joint and, for the reflected part, 250 back.

With the perfect bond, a fraction 0.99996 of the probability was then on the right. The small loss agrees with (9). The wavenumber distribution of the packet has standard deviation $1/(2w)=0.0125$. Near the centre $dE/dk=2t_1=4$ eV, so the energy spread is 0.05 eV, and the expected loss is $0.0156\times0.05^2=4\times10^{-5}$. With $t_c=2$ eV, the transmitted fraction was 0.8888, close to the band-centre value $8/9$.

### Temperature

At temperature $\Theta$ and small voltage, the difference of occupations in (5) is $eV(-df/dE)$, where $f$ is the Fermi function. The conductance then contains the average of $T(E)$ with weight

$$-\frac{df}{dE}=\frac{1}{4k_B\Theta\cosh^2(E/2k_B\Theta)}$$

when the Fermi energy is at the band centre. To use (9), the average of $E^2$ is needed. Put $y=E/k_B\Theta$. For $y>0$,

$$\frac1{4\cosh^2(y/2)}=\frac{e^{-y}}{(1+e^{-y})^2}=\sum_{m=1}^\infty(-1)^{m+1}m\,e^{-my} .$$

The weight is even in $y$, and $\int_0^\infty y^2e^{-my}dy=2/m^3$. Therefore

$$\langle y^2\rangle=2\sum_{m=1}^\infty(-1)^{m+1}m\,\frac{2}{m^3}=4\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

The alternating sum is the full sum $\pi^2/6$ minus twice its even terms, which add up to $\pi^2/24$. The leading thermal loss at the perfect bond is

$$1-\langle T\rangle\approx\frac{\pi^2(k_B\Theta)^2}{48}\left(\frac1{t_1}-\frac1{t_2}\right)^2 .$$

At 300 K, $k_B\Theta=0.02585$ eV, and the loss is $3.4\times10^{-5}$. Numerical integration of the full formula gives the same value to two digits. Thermal spread is negligible here because $k_B\Theta$ is far smaller than either hopping.

### Unequal levels

Let the right chain have onsite energy $\Delta$ instead of zero. Its waves then obey $E=\Delta-2t_2\cos k_2$. The matching equations keep their form: the onsite term appears equally in the two equations that were subtracted at site 1, and cancels. The current formula is also unchanged, since a real onsite energy adds nothing to $\mathrm{Im}(\psi_n^*h_n)$. Lemma 5 therefore still holds, with the new $k_2$.

At $E=0$ and $\Delta=0.5$ eV, $k_1=\pi/2$ and $\cos k_2=\Delta/(2t_2)=0.25$. Then $\cos(k_1\mp k_2)=\pm\sin k_2$. With the bond held at 1.414 eV, so that $x=1$,

$$T=1-\frac{1-\sin k_2}{1+\sin k_2}=\frac{2\sin k_2}{1+\sin k_2}=0.984,\qquad \sin k_2=\frac{\sqrt{15}}4 .$$

The condition $t_c^2=t_1t_2$ still gives the best bond at this energy, but no longer a perfect one. Perfect transmission has moved to the energy where $k_1=k_2$, that is $E/t_1=(E-\Delta)/t_2$, or $E=\Delta t_1/(t_1-t_2)$, provided this lies inside both bands. Here it is $E=1$ eV, where both cosines equal $-1/4$. The general condition is equal wavenumbers; the band centre is where it is met when the onsite energies are equal.

A different fault is a shift $u$ of the two end sites alone, for example from charge gathered at the joint. The equations at sites 0 and 1 gain the terms $u\psi_0$ and $u\psi_1$, and the subtraction of Lemma 4 now leaves, at $E=0$,

$$it_1(1-r)=t_c\tau-u(1+r),\qquad t_c(1+r)=\tau(u-it_2).$$

Write $1-r=2-(1+r)$ in the first equation and collect terms:

$$2it_1=t_c\tau+(it_1-u)(1+r).$$

Replace $1+r$ by $\tau(u-it_2)/t_c$ and multiply by $t_c$. The product of brackets is

$$(it_1-u)(u-it_2)=t_1t_2-u^2+iu(t_1+t_2),$$

so

$$\tau=\frac{2it_1t_c}{t_c^2+t_1t_2-u^2+iu(t_1+t_2)},$$

$$T=\frac{4t_1t_2t_c^2}{(t_c^2+t_1t_2-u^2)^2+u^2(t_1+t_2)^2}.$$

At $t_c^2=t_1t_2$ the denominator expands to $4t_1^2t_2^2+u^4+u^2(t_1-t_2)^2$. This exceeds the numerator $4t_1^2t_2^2$ for every $u\ne0$, so the bond of Theorem 1 is no longer perfect. For $u=0.5$ eV in the example,

$$T=\frac{16}{3.75^2+0.25\times9}=0.981 .$$

### Several chains side by side

A contact has a cross-section. Place $W$ identical chains side by side on each side of the joint, and let neighbouring chains be coupled by a sideways hopping $s_1$ on the left and $s_2$ on the right. Each left end site is joined by $t_c$ to the right end site facing it.

The sideways patterns $\sin[\pi mp/(W+1)]$, where $p=1,\dots,W$ numbers the chains and $m=1,\dots,W$ the patterns, vanish just outside the strip. The sum of the values on the two neighbouring chains is $\lambda_m=2\cos[\pi m/(W+1)]$ times the value on the chain itself. Each pattern is thus preserved by the sideways hopping, which gives it an onsite energy $-s_j\lambda_m$. The patterns are the same on both sides, and the joining bonds do not mix them. The strip separates into $W$ independent junctions with

$$\cos k_j=-\frac{E+s_j\lambda_m}{2t_j}.$$

If the sideways hoppings are scaled like the forward ones, $s_1/t_1=s_2/t_2$, then at $E=0$ the two cosines agree in every pattern. With $t_c^2=t_1t_2$, each pattern that carries waves is transmitted perfectly.

For $W=5$ the values of $\lambda_m$ are $0,\pm1,\pm\sqrt3$. With $s_1=2$ eV and $s_2=1$ eV all five patterns carry waves, and the total transmission is 5. Two changes, with the bonds held at 1.414 eV, show how this depends on the scaling:

- With $s_1=s_2=1$ eV, the total is 4.63. The pattern $\lambda=0$ is still perfect, but in the others $k_1\ne k_2$.
- With $s_1=2$ eV, $s_2=1$ eV and the right side raised by 0.5 eV, the total is 3.83. For $\lambda=-\sqrt3$ the right side would need $\cos k_2=(0.5+\sqrt3)/2$, which exceeds one. That pattern is closed and accounts for a loss of 1; the other four together lose 0.17.

These totals come from a numerical Green-function calculation of the whole strip.

### The model beside a real contact

The bandwidths of 8 and 4 eV are round numbers, not those of particular metals. Real metals can have several overlapping bands, their Fermi energies need not lie at a band centre, and the lattices of two metals need not continue into each other site by site. A layer of another material between them would also remove the direct bond. A transmission of one should be read as a property of the model, not as an expected value for a real contact.

Among the departures sized here, the thermal spread of the electron energies at room temperature matters least: a few parts in $10^5$ for the single chain, and about three parts in $10^4$ for the scaled five-chain strip, whose patterns $\lambda=\pm\sqrt3$ lie only 0.27 eV from a band edge. Vibrations of the atoms are not included in these figures; by $1-T\approx\delta^2$, a fluctuation of $t_c$ by 0.6% would already cost as much as the single-chain value. A 10% error in the bond, or a level shift of 0.5 eV in a single chain, costs one or two per cent. The same offset in the five-chain strip lowers the total from 5 to 3.83, a loss of 23%, mainly because a pattern closes. Disorder and lattice mismatch can mix the patterns, and their effect is not estimated. The result also does not cover a contact between a metal and a semiconductor whose Fermi energy lies in or near a band gap. In the gap there are no travelling waves, near a band edge the wavenumber is generally far from that of the metal, so $k_1=k_2$ fails, and the model contains no barrier or band bending.
